\section*{Wilson–Frenkel Crystal Growth and Its Linear Onset at Melting}

\section{Result and conventions}

If an atom joins the crystal by the same rearrangement as a diffusive jump in the liquid, and if attachment and detachment sites remain equally numerous under drive, a flat, atomically rough crystal front in contact with its own melt moves at
\begin{equation}
v=f a k_+\left[1-e^{-\Delta\mu/(kT)}\right],\qquad
k_+=\frac{D}{\lambda^2}. \label{wf}
\end{equation}
This is the Wilson--Frenkel law. Here $v>0$ means growth, $f$ is the fraction of surface sites where an atom can attach, taken equal to the fraction where one can detach, $a$ is the layer height, $D$ the liquid diffusivity, and $\lambda$ the jump length. The drive $\Delta\mu=\mu_L-\mu_C$ is the liquid chemical potential minus that of the crystal, per atom. It is positive below the melting temperature $T_m$.

Write $\delta=T_m-T$ for the undercooling and $\Delta H$ for the melting enthalpy per atom at $T_m$. If $f$ and $k_+$ are finite, nonzero and smooth at $T_m$, then
\begin{equation}
v=\beta\delta+O(\delta^2),\qquad
\beta=\frac{f a k_+(T_m)\Delta H}{kT_m^2}. \label{linear}
\end{equation}
The same slope describes melting, for which $\delta$ and $v$ are both negative. The temperature is that of the interface. The material has one component, or melts without changing composition, and pressure is fixed.

The first derivation subtracts two opposing rates. The second obtains the linear law from equilibrium fluctuations of the amount of crystal.

\section{First derivation: opposing rates}

\subsection{From events to velocity}

Let the front have $N$ columns. At a given instant, $V$ columns can receive an atom and $P$ columns can lose one. Each permitted attachment has rate $k_+$ and each permitted detachment has rate $k_-$. One event changes the mean height by $a/N$, so
\begin{equation}
v=\frac{a}{N}\left(k_+\langle V\rangle-k_-\langle P\rangle\right).
\label{count}
\end{equation}
The Wilson--Frenkel picture takes $\langle V\rangle=\langle P\rangle=fN$. Then
\begin{equation}
v=fa(k_+-k_-). \label{difference}
\end{equation}

A simple rough surface shows how this can happen. Draw its profile as a closed ring of $L$ slopes, half up and half down. A valley is a down slope followed by an up slope. Filling it exchanges the two slopes and creates a peak; removing an atom from a peak does the reverse. The number of steps, and with it the surface energy, does not change. Valleys and peaks alternate around the ring, so $V=P$ in every configuration.

All configurations are equally likely in the steady state. To see this, give them equal weight. A configuration is left at total rate $V(k_++k_-)$. It is entered by attachment through each of its $P$ peaks and by detachment through each of its $V$ valleys, at total rate $Pk_++Vk_-$. Since $P=V$, gain equals loss. The first slope of a chosen pair points down with probability $1/2$, and the next then points up with probability $(L/2)/(L-1)$. Hence
\begin{equation}
f=\frac12\frac{L/2}{L-1}=\frac{L}{4(L-1)}. \label{ring}
\end{equation}
For $L=8$ this is $8/28=0.2857$. A test that counted growth events through the full master equation gave $0.28571$ at $\Delta\mu/(kT)=0.05$, $0.4$ and $3$. In this model $f$ does not depend on the drive.

\subsection{The attempt rate}

In the bulk liquid, let an atom jump by $+\lambda$ or $-\lambda$ along the front normal, each at rate $k_+$. Its mean square displacement obeys
\begin{align}
\frac{d\langle z^2\rangle}{dt}
&=k_+\left\langle(z+\lambda)^2+(z-\lambda)^2-2z^2\right\rangle\\
&=2k_+\lambda^2.
\end{align}
The definition $\langle z^2\rangle=2Dt$ gives $k_+=D/\lambda^2$, with $\lambda$ the step along the normal. For jumps of length $\lambda$ in random directions the total rate is $6D/\lambda^2$, half of it toward the crystal, and the law is often written with $6D/\lambda^2$; such factors must be absorbed in $f$ when values are compared. Using this bulk rate for attachment is a physical assumption: joining the crystal is taken to need the same rearrangement as a diffusive jump in the liquid.

\subsection{The reverse rate}

Consider an atom that may be in a liquid region or at a repeatable growth site, where attachment leaves the surface energy unchanged. Let $Z_L$ and $Z_C$ be the statistical weights of the two regions. In equilibrium the probabilities are proportional to these weights, and detailed balance requires equal traffic in both directions:
\begin{equation}
Z_Lk_+=Z_Ck_- .
\end{equation}
The free energies are $-kT\ln Z_L$ and $-kT\ln Z_C$, and their difference is the drive, $\Delta\mu=kT\ln(Z_C/Z_L)$. Therefore
\begin{equation}
\frac{k_-}{k_+}=\frac{Z_L}{Z_C}=e^{-\Delta\mu/(kT)}. \label{balance}
\end{equation}
Substitution in \eqref{difference} gives \eqref{wf}.

The ratio contains free energy, not energy alone. The crystal has lower energy, but the liquid has more room in configuration space, and at $T_m$ the two effects cancel. This was tested on diffusion between a wide liquid well and a narrower, deeper crystal well. The ratio $k_-/k_+$ was found from mean passage times, and the free energies from integrals over the wells. At $0.8$, $1.0$ and $1.2$ times the model's melting temperature the passage times gave $0.747$, $1.000$ and $1.214$; the free energies gave $0.747$, $1.000$ and $1.215$. The rates become equal although the well energies remain different.

Two limits of \eqref{wf} are useful. For $\Delta\mu\gg kT$ detachment is negligible and $v\to fak_+$, a limit set by atomic mobility. For $|\Delta\mu|\ll kT$ both rates are large and nearly equal, and $v$ is their small difference. Growth stops at $T_m$ by cancellation, while atoms continue to cross the interface.

\subsection{The drive near melting}

At fixed pressure the Gibbs--Helmholtz relation is
\begin{equation}
\frac{d}{dT}\left(\frac{\Delta\mu}{T}\right)
=-\frac{\Delta H(T)}{T^2},\qquad \Delta\mu(T_m)=0.
\end{equation}
Let $\Delta C$ be the liquid heat capacity minus that of the crystal, per atom, taken constant. Then $\Delta H(T')=\Delta H-\Delta C(T_m-T')$, and integration from $T$ to $T_m$ gives
\begin{align}
\Delta\mu
&=T\int_T^{T_m}\frac{\Delta H-\Delta C(T_m-T')}{T'^2}\,dT'\\
&=T(\Delta H-\Delta C\,T_m)\left(\frac1T-\frac1{T_m}\right)
+T\Delta C\ln\frac{T_m}{T}\\
&=\Delta H\frac{\delta}{T_m}
-\Delta C\left[\delta-T\ln\frac{T_m}{T}\right]. \label{drive}
\end{align}
Since $T_m/T=1+\delta/T$, the logarithm is $\delta/T-\delta^2/(2T^2)+\cdots$. The bracket is then $\delta^2/(2T)+\cdots$, which equals $\delta^2/(2T_m)$ to second order. Heat capacity therefore cannot alter the initial slope.

\subsection{The first two terms of the velocity}

Define $\epsilon=\delta/T_m$, $h=\Delta H/(kT_m)$, $c=\Delta C/k$ and $x=\Delta\mu/(kT)$. Because $T=T_m(1-\epsilon)$,
\begin{align}
x&=\frac{h\epsilon}{1-\epsilon}-\frac c2\epsilon^2+O(\epsilon^3)\\
&=h\epsilon+\left(h-\frac c2\right)\epsilon^2+O(\epsilon^3).
\end{align}
Next, $1-e^{-x}=x-x^2/2+O(x^3)$, and $x^2=h^2\epsilon^2+O(\epsilon^3)$, so
\begin{equation}
1-e^{-x}=h\epsilon\left[1+\epsilon\left(1-\frac h2-\frac c{2h}\right)\right]
+O(\epsilon^3).
\end{equation}
The attempt rate also changes. Let $E=kT_m^2(d\ln D/dT)_{T_m}$ be the apparent diffusion energy at melting. Then
\begin{equation}
k_+(T)=k_+(T_m)\left[1-\frac{E}{kT_m}\epsilon+O(\epsilon^2)\right].
\end{equation}
Multiplying the two expansions, with $f$ constant, gives
\begin{align}
v&=\beta\delta\left[1+B\delta+O(\delta^2)\right], \label{second}\\
B&=\frac1{T_m}\left(1-\frac h2-\frac c{2h}-\frac{E}{kT_m}\right).
\end{align}
The prefactor is $fak_+(T_m)h\epsilon=fak_+(T_m)\Delta H\,\delta/(kT_m^2)$, which is \eqref{linear}. If $f$ varies smoothly, it adds $-(d\ln f/dT)_{T_m}$ to $B$ and leaves $\beta$ unchanged.

Detailed balance fixes the ratio of the rates, not how the drive is shared between them. Suppose a fraction $\theta$ of the drive lowers the attachment barrier. Both rates then gain the factor $e^{\theta x}=1+\theta h\epsilon+\cdots$, which adds $\theta h/T_m$ to $B$ and again leaves $\beta$ unchanged. Wilson--Frenkel is the choice $\theta=0$. Numerical Taylor coefficients of the full velocity agreed with $\beta$ and $B$ in tests at $\theta=0$, $1/2$ and $1$, each with $c=0$ and $c=1$.

\section{Second derivation: equilibrium fluctuations}

\subsection{A symmetry of the atom count}

Now let $n$ be the net number of atoms added to the crystal in time $t$. Let $s$ label the surface shape and $G_s$ its surface free energy. An event that adds an atom and changes $s$ to $s'$ has rate $w_+(s\to s')$; its reverse has rate $w_-(s'\to s)$. Detailed balance reads
\begin{equation}
\frac{w_+(s\to s')}{w_-(s'\to s)}
=\exp\left[x-\frac{G_{s'}-G_s}{kT}\right].
\end{equation}
The rates may depend on the shape in any other way, but not on how much crystal has already grown.

Start with shapes distributed as $p_s\propto e^{-G_s/(kT)}$. The probability of a history is the initial weight, times the rates of its events, times the probabilities of waiting between them. Compare a history from $s_0$ to $s_1$ with the same history run backwards. Both spend equal times in the same shapes, so their waiting factors cancel. The event rates contribute
\begin{equation}
\exp\left[nx-\frac{G_{s_1}-G_{s_0}}{kT}\right],
\end{equation}
and the initial weights contribute $p_{s_0}/p_{s_1}=\exp[(G_{s_1}-G_{s_0})/(kT)]$. The surface terms cancel. Summing over all histories with a given $n$ yields
\begin{equation}
P(n)=e^{nx}P(-n). \label{symmetry}
\end{equation}
Multiplication by $e^{-nx}$ and summation over $n$ then give
\begin{equation}
\left\langle e^{-nx}\right\rangle=\sum_nP(-n)=1. \label{one}
\end{equation}

\subsection{Velocity from the variance}

Hold $t$ and $N$ fixed and let $x$ become small. Expansion of \eqref{one} gives
\begin{equation}
0=-x\langle n\rangle+\frac{x^2}{2}\langle n^2\rangle
-\frac{x^3}{6}\langle n^3\rangle+\cdots .
\end{equation}
At $x=0$, \eqref{symmetry} makes $P(n)$ even, so $\langle n^3\rangle=O(x)$ and the cubic term is of order $x^4$. Dividing by $x$ leaves
\begin{equation}
\langle n\rangle=\frac x2\langle n^2\rangle_0+O(x^2),
\end{equation}
where the subscript denotes equilibrium at $T_m$. Since $v=a\langle n\rangle/(Nt)$ at long times,
\begin{equation}
v=\frac{a\Gamma}{2}x+O(x^2),\qquad
\Gamma=\lim_{t\to\infty}\frac{\langle n^2\rangle_0}{Nt}. \label{fluct}
\end{equation}
A finite surface with a finite relaxation time is assumed, so that the initial transient does not affect this limit. Equation \eqref{fluct} is an Einstein relation: the random wandering of the front at melting fixes its response to a small drive.

\subsection{Recovering the same coefficient}

For the rough surface of the first derivation, $k_+=k_-$ at $T_m$. An attachment changes $n^2$ by $2n+1$ and a detachment changes it by $-2n+1$. Thus
\begin{align}
\frac{d\langle n^2\rangle_0}{dt}
&=k_+\left\langle V(2n+1)+P(-2n+1)\right\rangle_0\\
&=2k_+\langle n(V-P)\rangle_0+k_+\langle V+P\rangle_0.
\label{variance}
\end{align}
If $V=P$ in every configuration, the first term is zero and the second is $2fNk_+$. Hence $\Gamma=2fk_+(T_m)$. To first order \eqref{drive} gives $x=\Delta H\,\delta/(kT_m^2)$, so
\begin{equation}
v=\frac a2\,2fk_+(T_m)\,\frac{\Delta H\,\delta}{kT_m^2}
=\beta\delta .
\end{equation}
This is \eqref{linear}, reached without first finding the growth law far from equilibrium.

\section{What each derivation assumes}

Both derivations need detailed balance and a drive that passes smoothly through zero. The rate argument also needs equal mean numbers of attachment and detachment sites under drive, and one rate for each kind of event. In return it gives a velocity at finite undercooling. That wider result depends on the choice $\theta=0$ and on using the bulk diffusivity at the interface.

The fluctuation argument allows rates that depend on surface shape and sites whose availability is correlated in time. It gives the linear response alone, and $\Gamma$ must come from a model or a simulation. If $V$ and $P$ differ from moment to moment, the correlation term in \eqref{variance} may survive. The slope then contains $\Gamma/(2k_+)$ in place of the simple site fraction $f$. For a periodic $3\times3$ square surface whose neighbouring heights differ by at most one layer, with no step energy, $\Gamma/(2k_+)=0.340$ while the site fraction is $0.459$, and $v/[ak_+(1-e^{-x})]$ rises from $0.34$ at small drive to $0.39$ at $x=3$.

Both arguments show why a smooth facet can fail to obey \eqref{linear}. Suppose growth must start with a circular island of radius $r$, edge free energy $g$ per length, and area $q$ per atom. Its free energy is
\begin{equation}
W(r)=2\pi rg-\frac{\pi r^2}{q}\Delta\mu .
\end{equation}
Setting $dW/dr=0$ gives $r=gq/\Delta\mu$ and a barrier $W=\pi g^2q/\Delta\mu$. The island rate contains $\exp[-\pi g^2q/(\Delta\mu\,kT)]$, which vanishes faster than any power of $\delta$ as $\delta\to0^+$. Until such an island forms, smaller ones appear and vanish, so atoms still attach and detach. The rate argument then fails because these events change the surface energy: a lone atom on the facet is lost far more readily than \eqref{balance} allows, and gains and losses nearly cancel even under drive. In the fluctuation argument the height of a large facet stays close to one layer, and $\Gamma$ goes to zero. Sites that exchange atoms are therefore not enough for the linear law. The front must also be free to wander at zero drive, as a rough interface is.

\section{Growth in a phase-change memory material}

\subsection{The linear range}

Rough values for hot Ge$_2$Sb$_2$Te$_5$ are $T_m=900$ K, $\Delta H=0.14$ eV per atom and $D(T_m)=4\times10^{-9}$ m$^2$/s. Take $a=\lambda=0.3$ nm, $\Delta C=0$, and $f=0.5$ as a model choice. The diffusivity follows the Vogel--Fulcher--Tammann form
\begin{equation}
D=D(T_m)\exp\left[-b\left(\frac1{T-T_0}-\frac1{T_m-T_0}\right)\right],
\end{equation}
with $b=1500$ K and $T_0=300$ K. It is used from 600 K to slightly above melting, not near the glass transition.

The attachment rate at melting is $4\times10^{-9}/(0.3\times10^{-9})^2=4.44\times10^{10}$ s$^{-1}$, so $fak_+=6.67$ m/s. With $h=1.805$,
\begin{equation}
\beta=6.67\times\frac{1.805}{900}=0.0134\ \mathrm{m\,s^{-1}K^{-1}}.
\end{equation}
Differentiating $\ln D$ gives $E/(kT_m)=bT_m/(T_m-T_0)^2=3.75$, or $E=0.29$ eV. Therefore $B=(1-0.90-3.75)/900=-0.0041$ K$^{-1}$. Slower diffusion on cooling supplies essentially all of this coefficient, because the other two terms nearly cancel.

At 10 K undercooling the full law gives 0.128 m/s and the linear law 0.134 m/s. The linear value is 10\% above the full one at 22.5 K, and 64\% above it at 100 K. At 10 K above melting the front retreats at 0.139 m/s, faster than it grows at 10 K below; the negative $B$ accounts for this asymmetry.

\subsection{The maximum and the quench}

With $\Delta C=0$, $x=(\Delta H/k)(1/T-1/T_m)$ and $dx/dT=-\Delta H/(kT^2)$. Let $E(T)=kT^2\,d\ln D/dT$. Setting the derivative of $\ln v$ to zero gives
\begin{equation}
\frac{E(T)}{kT^2}-\frac{\Delta H}{kT^2}\frac1{e^x-1}=0,
\qquad E(T)=\frac{\Delta H}{e^x-1}.
\end{equation}
The maximum is where the loss of mobility on cooling balances the gain in drive. It lies at 760 K, where $\Delta\mu=0.0219$ eV and $x=0.334$. Both sides of the condition are then 0.35 eV, and the velocity is 0.88 m/s, or 0.88 nm/ns. Growth over 20 nm takes 23 ns there and 156 ns at 10 K undercooling.

During a uniform quench at rate $Q$, a front grows by $Q^{-1}\int v\,dT$. From 900 to 600 K at 10 K/ns this is 19 nm. The front still moves at about 0.3 m/s at 600 K, so growth at lower temperatures adds to this distance. For the same temperatures and an isothermal interface, doubling $Q$ halves the distance. A melted region that must stay amorphous needs to be thicker than the total regrowth, counted from every growing side.

\subsection{Latent heat and other corrections}

Growth releases latent heat. Let it leave through a layer of thickness $d$ and conductivity $\kappa$ to a sink at $T_s$. With latent heat $\ell$ per volume, steady heat flow gives
\begin{equation}
\ell v=\kappa\frac{T-T_s}{d},\qquad T-T_s=Rv,\qquad R=\frac{\ell d}{\kappa}.
\end{equation}
Near melting $v=\beta(T_m-T)=\beta(T_m-T_s-Rv)$. Collecting $v$ yields
\begin{equation}
v=\frac{\beta}{1+\beta R}(T_m-T_s).
\end{equation}
The law stays linear in the undercooling of the sink, with a smaller slope. For an atomic volume of 0.03 nm$^3$, $\ell=7.5\times10^8$ J/m$^3$. With $d=20$ nm and a rough $\kappa=1$ W/(m K), $R=15$ K/(m/s), and the slope falls by 17\% to 0.0111 m/(s K). With the sink at the peak temperature the interface warms by 13 K, yet the velocity falls by less than 1\%, because $v(T)$ is flat at its maximum. The heat carried by the moving material is small: with a heat capacity $C_V=3k/(0.03\ \mathrm{nm}^3)$ per volume, the thermal P\'eclet number $vdC_V/\kappa$ at the peak velocity is 0.024.

A change $\Delta\mu\to\Delta\mu+u$ moves the temperature of zero velocity by $uT_m/\Delta H$ to first order. For a spherical convex crystal of radius 20 nm and a rough interface energy of 0.06 J/m$^2$, $u=-2\times0.06\times(3\times10^{-29})/(2\times10^{-8})=-1.8\times10^{-22}$ J, and the shift is $-7.2$ K. A cylinder gives half of this, and a crystal regrowing into a melted dome of the same radius has the opposite sign, $+7.2$ K. A confinement pressure of 0.1 GPa, with liquid 5\% larger in volume than crystal, shifts it by $+6.0$ K. Velocity then vanishes linearly at the shifted temperature. Near melting such shifts matter more than the curvature of $v(T)$: at 10 K undercooling the convex crystal has lost most of its drive.

At the peak, a trial heat-capacity difference of $1k$ per atom lowers the velocity by 3.9\%, whereas $\theta=1/2$ raises it by 18\%. With $\theta=1$ the rise is 40\% and the maximum moves to 718 K. The finite-drive law thus depends on a choice that the linear law does not need.

These parameters lie in the rough range for the hot material, and a peak near 1 m/s is of the order expected for fast phase-change growth. That agreement rests on the chosen $f$, $\lambda$ and prefactor convention, each of which scales the velocity. The alloy is treated as melting without change of composition at a single $T_m$, although in equilibrium it melts incongruently and fast growth yields the metastable cubic phase. The values do not describe a particular cell. Real cells break the isothermal assumption, which in this example costs 17\% of the initial slope, 40\% if $\kappa=0.3$ W/(m K) and 12\% if $\kappa=1.5$ W/(m K). They may also change composition near the front, have direction-dependent growth, or nucleate crystals ahead of it; these effects are not sized here. The site fraction is uncertain as well. Halving $f$ at fixed $a$ halves every isothermal velocity, but leaves the melting point and the linear form unchanged. Only the product $fa$ matters: the large-ring value $1/4$ is counted per column, with $a$ equal to two row spacings of the ring lattice, and becomes $1/2$ per site of one row when $a$ is the row spacing. The numerical output lists the main material values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Two-well melting temperature (model units): 0.8610
T/Tm 0.8: detach/attach passage 0.7471, free energy 0.7472
T/Tm 1.0: detach/attach passage 0.9998, free energy 1.0000
T/Tm 1.2: detach/attach passage 1.2141, free energy 1.2151
Random walk D/(rate*jump^2): 1.000000
Ring f at drive/kT 0.05, 0.4, 3: 0.28571, 0.28571, 0.28571
Melting temperature (rough): 900 K
Melting enthalpy (rough): 0.14 eV/atom
D at melting (rough): 4.0e-09 m2/s
VFT B and T0 (model): 1500 K, 300 K
Jump length and layer height: 0.3 nm
Active site fraction (model): 0.50
Attachment rate at Tm: 4.444e+10 1/s
Melting entropy / k: 1.805
Apparent diffusion energy at Tm: 0.291 eV
Linear coefficient beta: 0.01337 m/(s K)
Second relative coefficient: -0.004058 1/K
Undercooling 1 K: full 0.01332, linear 0.01337, second order 0.01332 m/s
Undercooling 10 K: full 0.12830, linear 0.13371, second order 0.12829 m/s
Undercooling 50 K: full 0.53508, linear 0.66857, second order 0.53291 m/s
Undercooling 100 K: full 0.81678, linear 1.33715, second order 0.79448 m/s
Velocity 10 K above Tm: -0.13915 m/s
Linear law 10% too high at undercooling: 22.54 K
Peak temperature: 759.5 K
Drive at peak: 0.02186 eV/atom
D at peak: 1.862e-09 m2/s
Peak velocity: 0.8812 m/s = 0.8812 nm/ns
Time for 20 nm at peak: 22.70 ns
Time for 20 nm at 10 K undercooling: 155.9 ns
Quench rate: 10 K/ns
Regrowth from Tm to 600 K: 18.98 nm
Atomic volume (rough): 0.030 nm3
Heat conductivity (rough): 1.0 W/(m K)
Heat path length: 20 nm
Latent heat density: 7.477e+08 J/m3
Interface heating per velocity: 14.954 K/(m/s)
Heat-limited slope: 0.01114 m/(s K)
Interface heating, sink at peak temperature: 13.08 K
Heated velocity, same sink: 0.8748 m/s
Thermal Peclet number at peak: 0.0243
Interface energy (rough): 0.06 J/m2
Convex crystal radius: 20 nm
Curvature shift of zero velocity: -7.24 K
Confinement pressure (model): 0.1 GPa
Liquid volume excess (rough): 5 %
Pressure shift of zero velocity: 6.01 K
Trial heat-capacity difference: 1.0 k/atom
Its effect at the peak: -3.88 %
Half-drive barrier split effect at peak: 18.17 %
\end{verbatim}
